# Equalizing edge energy between an isolated line and a filled area

## Problem

An electron beam deposits energy in a resist in two ways. Electrons on their way in deposit it close to the point of impact, over a forward range $\alpha$. Electrons scattered back from the substrate deposit it over a much larger range $\beta$. Model the energy at distance $r$ from the point of impact, per unit charge and up to a common constant, by

$$f(r)=\frac{1}{\pi}\left[\frac{e^{-r^2/\alpha^2}}{\alpha^2}+\eta\,\frac{e^{-r^2/\beta^2}}{\beta^2}\right].$$

The backscatter ratio is $\eta=0.6$. Two patterns are written, many $\beta$ apart:

- an isolated long line of width $w$, exposed with uniform dose $D_{\rm iso}$;
- a long unexposed gap of the same width $w$, inside an area exposed with uniform dose $D_{\rm dense}$ and extending many $\beta$ in every direction.

**(a)** Find the ratio $R=D_{\rm iso}/D_{\rm dense}$ that gives the edge of the line and the edge of the gap the same energy, for any $w$.

**(b)** Evaluate $R$ for $\alpha\ll w\ll\beta$, and find the first correction in $w/\beta$.

**(c)** Take $\alpha=20$ nm, $\beta=10000$ nm, $w=200$ nm and $D_{\rm dense}=100$ µC/cm². Find $D_{\rm iso}$. Would the line print if it were given the dense dose? After correction, how far does each edge move if its dose rises by 1%?

For (c), assume that the resist responds to a local threshold: it is fully exposed where the deposited energy exceeds the common edge value.

## Hints

1. Integrate $f$ over the plane first. What does each of its two terms contribute, and what does $\eta$ therefore measure?
2. Put the edge of the line at $x=0$. The integral along the line is an ordinary Gaussian integral; the one across it is an error function.
3. The gap needs no new integral. A filled plane is the gap pattern plus a line.
4. For (b), ask of each Gaussian separately whether the line looks wide or narrow to it.
5. For the edge shifts, compare the slopes of the two energy profiles at their edges.

## Solution

### (a) The ratio for any width

With $\sigma$ standing for either range,

$$\int_0^\infty \frac{e^{-r^2/\sigma^2}}{\pi\sigma^2}\,2\pi r\,dr=\left[-e^{-r^2/\sigma^2}\right]_0^\infty=1 .$$

The forward term of $f$ thus integrates to 1 and the backscatter term to $\eta$, so $\eta$ is a ratio of total energies, not of peak heights. A uniformly exposed plane receives $1+\eta$ per unit dose. Some conventions divide $f$ by $1+\eta$; this factor multiplies both patterns and cancels in $R$. Below, "level" means dose times the dimensionless integral of $f$ over the exposed area, so it carries the unit of dose.

Let the line occupy $0<x<w$ and all $y$. At the edge point $x=y=0$, one Gaussian contributes

$$\int_0^w dx\int_{-\infty}^{\infty}dy\,\frac{e^{-(x^2+y^2)/\sigma^2}}{\pi\sigma^2}
=\frac{1}{\sqrt\pi\,\sigma}\int_0^w e^{-x^2/\sigma^2}dx
=\frac12\,{\rm erf}\!\left(\frac{w}{\sigma}\right).$$

The first equality uses $\int e^{-y^2/\sigma^2}dy=\sqrt\pi\,\sigma$. The second uses ${\rm erf}(z)=(2/\sqrt\pi)\int_0^z e^{-t^2}dt$ with $t=x/\sigma$. Adding the two terms with their weights gives the edge level of the line per unit dose:

$$F(w)=\frac12\left[{\rm erf}\!\left(\frac w\alpha\right)+\eta\,{\rm erf}\!\left(\frac w\beta\right)\right].$$

Deposited energy is linear in the exposed area. Removing a line from a filled plane therefore leaves $1+\eta-F(w)$ at the edge of the gap. Equal edge levels require

$$D_{\rm iso}F=D_{\rm dense}(1+\eta-F)
\quad\Longrightarrow\quad
R=\frac{1+\eta}{F(w)}-1 .$$

No assumption about the size of $w$ has been made.

### (b) The limit and its first correction

When $w\gg\alpha$, the line looks like a half-plane to the forward beam, and ${\rm erf}(w/\alpha)\to1$. When $w\ll\beta$, the line covers a negligible part of the backscatter range, and ${\rm erf}(w/\beta)\to0$. Hence $F\to\frac12$ and

$$R\to 2(1+\eta)-1=1+2\eta=2.2 .$$

At either edge the forward beam supplies half its full value, $\frac12$. The isolated line receives almost no backscatter. The gap is too narrow to reduce the backscatter noticeably, so its edge receives almost all of it, $\eta$. The ratio is $(\frac12+0.6)/\frac12=2.2$. The factor 2 in front of $\eta$ arises because backscatter is compared with half the forward energy, the value at an edge.

For the correction, keep ${\rm erf}(w/\alpha)=1$ and use ${\rm erf}(z)\approx 2z/\sqrt\pi$ for small $z$. Then $F\approx\frac12+\delta$ with $\delta=\eta w/(\sqrt\pi\,\beta)$, and

$$R\approx\frac{2(1+\eta)}{1+2\delta}-1\approx2(1+\eta)(1-2\delta)-1
=1+2\eta-\frac{4\eta(1+\eta)}{\sqrt\pi}\,\frac w\beta .$$

The correction is negative for two reasons: a wider line supplies some backscatter to its own edge, and a wider gap removes the same amount from its edge.

The limit fails at both ends of the width range. For $w=20$ nm, equal to $\alpha$, the line no longer collects half the forward energy at its edge, and $R=2.79$. For $w=1000$ nm the ratio has dropped to 2.00, and for $w=10000$ nm, equal to $\beta$, to 1.13. As $w\to\infty$, $F\to(1+\eta)/2$ and $R\to1$, because both edges then border a filled half-plane.

### (c) Numbers

Here $w/\alpha=10$ and $w/\beta=0.02$. The error functions are 1.000000 and 0.022565, so

$$F=\tfrac12(1.000000+0.6\times0.022565)=0.50677,$$

$$R=\frac{1.6-0.50677}{0.50677}=\frac{1.09323}{0.50677}=2.157 .$$

The first-order formula also gives 2.157. The required dose is $D_{\rm iso}=2.157\times100\approx215.7$ µC/cm², and the common edge level is $100\times1.09323\approx109.3$ µC/cm². The ideal ratio 2.2 would overdose this line by about 2% relative to the required dose.

**The line at the dense dose.** With 100 µC/cm², the highest level anywhere in the line is 100.7 µC/cm². This is below the threshold of 109.3 µC/cm², so the line does not print at all. The limit of part (b) shows why: the centre of the line receives 1 per unit dose, while the threshold set by the gap edge is $\frac12+\eta$. In that limit the uncorrected line is lost whenever $\eta>\frac12$.

After correction the centre of the line reaches 217.2 µC/cm². The centre of the gap lies at 59.3 µC/cm², below threshold, so the gap remains open. That level is practically all backscatter from the surrounding filled area, which changing the dose of the isolated line does not remove.

**Edge shifts.** At position $x$ the line has the level per unit dose

$$L(x)=\frac12\sum_\sigma c_\sigma\left[{\rm erf}\!\left(\frac{w-x}{\sigma}\right)+{\rm erf}\!\left(\frac x\sigma\right)\right],\qquad c_\alpha=1,\; c_\beta=\eta .$$

Differentiating at $x=0$ gives

$$L'(0)=\sum_\sigma\frac{c_\sigma}{\sqrt\pi\,\sigma}\left(1-e^{-w^2/\sigma^2}\right)\approx\frac{1}{\sqrt\pi\,\alpha}.$$

The backscatter term is negligible here: it has the large $\beta$ in its denominator, and its bracket is small as well. The gap profile is $1+\eta-L(x)$, so its slope per unit dose has the same size and the opposite sign. The two edge slopes are therefore in the ratio of the doses, $R$. Their sizes are 6.09 µC/cm² per nm for the line and 2.82 µC/cm² per nm for the gap.

Let $E$ be the common edge level and $S$ the size of the slope at an edge. A small fractional dose change $\epsilon$ raises the level there by $\epsilon E$, and the threshold contour moves by about

$$|\Delta x|\approx\frac{\epsilon E}{S}.$$

For $\epsilon=0.01$ this gives $1.093/6.09\approx0.18$ nm for the line and $1.093/2.82\approx0.39$ nm for the gap. Solving for the threshold position with the full 1% increase gives 0.178 nm and 0.384 nm. The line edge moves outward and the line widens; the gap edge moves into the gap, which narrows. Equalizing the edge energy thus puts both edges in the right place at the nominal dose, but leaves the dense edge about 2.2 times as sensitive to a fractional dose error.

## Variation 1: a grating or an outer edge

**Question.** Replace the filled area by a large grating whose lines fill a fraction $\rho$ of the surface. The lines and spaces are wide compared with $\alpha$, and the pitch is small compared with $\beta$. What is the dose ratio to an ideal isolated line, whose edge level is $\frac12$ per unit dose?

**Solution.** The forward beam sees one edge and gives $\frac12$. The backscatter Gaussian averages over many periods and gives $\eta\rho$. Therefore

$$R_\rho=\frac{\frac12+\eta\rho}{\frac12}=1+2\eta\rho .$$

For $\rho=0.25$, 0.50 and 0.75 this is 1.3, 1.6 and 1.9. Explicit sums over the lines of a grating with a pitch of 400 nm, using the ranges of part (c), confirm these values.

The outer edge of a large filled pad also gives 1.6. The pad is a half-plane, so its edge receives half of both terms, $(1+\eta)/2$, and the ratio is $1+\eta$. The value 2.2 therefore belongs to an edge surrounded by filled area that extends well beyond $\beta$ in every direction, interrupted by no more than a narrow gap. Being the edge of a filled pad is not enough.

## Variation 2: how far the filling must reach

**Question.** The narrow gap now runs through the centre of a filled disc of radius $P\gg\alpha$, with nothing exposed outside. How large must $P$ be for the ratio to come within 1% of $1+2\eta$?

**Solution.** In the narrow-gap limit, the backscatter at the centre is

$$\eta\int_0^P\frac{e^{-r^2/\beta^2}}{\pi\beta^2}\,2\pi r\,dr=\eta\left(1-e^{-P^2/\beta^2}\right).$$

The forward part remains $\frac12$, so

$$R_P=1+2\eta\left(1-e^{-P^2/\beta^2}\right).$$

The shortfall from 2.2 is $1.2\,e^{-P^2/\beta^2}$. Setting it equal to $0.01\times2.2=0.022$ gives

$$P=\beta\sqrt{\ln(1.2/0.022)}\approx2.0\,\beta .$$

A disc of radius $\beta$ gives $R_P=1.76$, far from the limit; radii of $2\beta$ and $3\beta$ give 2.178 and 2.200. With the 200 nm gap and line of part (c), the same three radii give 1.724, 2.136 and 2.157. The last agrees with the value for an unlimited filled area to the digits shown.

These ratios hold within the double-Gaussian model. If a measured point spread has a substantial part at intermediate range, that part must be added to $f$ and the edge integrals repeated. The numerical output below lists the values used here.

## Table of computed values

```
backscatter ratio eta = 0.6
forward range alpha = 20 nm
backscatter range beta = 10000 nm
line and gap width w = 200 nm
dense dose = 100.0 microC/cm^2
ideal ratio 1+2*eta = 2.2000
ratio by quadrature near the limit = 2.2000
erf(w/alpha) = 1.000000
erf(w/beta) = 0.022565
line edge level per unit dose F = 0.50677
gap edge level per unit dose = 1.09323
finite-width dose ratio = 2.1573
first-order dose ratio = 2.1567
isolated dose = 215.73 microC/cm^2
common edge level = 109.32 microC/cm^2
isolated line centre level = 217.19 microC/cm^2
dense gap centre level = 59.32 microC/cm^2
filled area level = 160.00 microC/cm^2
line peak at dense dose = 100.68 microC/cm^2
isolated edge slope = 6.086 microC/cm^2 per nm
dense edge slope = 2.821 microC/cm^2 per nm
isolated edge shift for +1% dose = 0.178 nm
dense edge shift for +1% dose = 0.384 nm
width 20 nm: dose ratio = 2.7912
width 50 nm: dose ratio = 2.1905
width 100 nm: dose ratio = 2.1785
width 200 nm: dose ratio = 2.1573
width 1000 nm: dose ratio = 1.9977
width 10000 nm: dose ratio = 1.1254
grating density 0.25: edge level per unit dose = 0.6500, ratio = 1.3000
grating density 0.50: edge level per unit dose = 0.8000, ratio = 1.6000
grating density 0.75: edge level per unit dose = 0.9500, ratio = 1.9000
large pad outer edge: ratio = 1.6000
pad radius 10 micrometre: ideal ratio = 1.7585, at width w = 1.7238
pad radius 20 micrometre: ideal ratio = 2.1780, at width w = 2.1356
pad radius 30 micrometre: ideal ratio = 2.1999, at width w = 2.1571
```
